\section*{Lagrange-Hermite kinetic matrix: Gauss form and its rank-one correction}

\section{One level that does not move}

An electron in the model well $V=-V_0\,\mathrm{sech}^2(x/a)$, with $V_0=10$ eV and $a=2$ \AA, is put on a mesh of $N=11$ Hermite points. The kinetic matrix can be evaluated by Gauss quadrature or integrated without approximation, and the two versions differ by $\pm0.8467$ eV in each of their 121 entries. Yet the first excited level is $-3.0093972$ eV with both, the ground level moves by $1.5\times10^{-4}$ eV, and the second excited level by $0.025$ eV. The reason is that the difference of the matrices is a multiple of the projector on a single oscillator state, here the even function $\varphi_{10}$: a level moves only through its overlap with that state, and in an even well the odd level has none. In the dimensionless variable $x$, with mesh points $x_1<\dots<x_N$ and $s_i=(-1)^i$, the Gauss matrix $T^G$ and the integrated matrix $T$ of $-d^2/dx^2$ are
\begin{align}
T^G_{ii}&=\frac{2N+1-x_i^2}{3},\qquad T^G_{ij}=\frac{2(-1)^{i-j}}{(x_i-x_j)^2}\quad(i\neq j),\label{TG}\\
T&=T^G-\tfrac12\,ss^{\mathsf T},\qquad T_{ii}=\frac{4N-1-2x_i^2}{6}.\label{T}
\end{align}
The term of entries $(-1)^{i-j}/2$ is subtracted, and ``Gauss'' means the rule applied to $-f_if_j''$; applied to $f_i'f_j'$ it gives a third matrix.

\section{Common ground}

Let $\varphi_n=p_n(x)e^{-x^2/2}$ be the normalised oscillator functions, $p_n\propto H_n$ with leading coefficient $k_n>0$. The operators $a=(x+d/dx)/\sqrt2$ and $a^\dagger=(x-d/dx)/\sqrt2$ obey $a\varphi_n=\sqrt n\,\varphi_{n-1}$ and $a^\dagger\varphi_n=\sqrt{n+1}\,\varphi_{n+1}$. From $x=(a+a^\dagger)/\sqrt2$, from $\sqrt2a=x+d/dx$ and from $-d^2/dx^2+x^2=2a^\dagger a+1$,
\begin{align}
x\varphi_n&=\sqrt{n/2}\,\varphi_{n-1}+\sqrt{(n+1)/2}\,\varphi_{n+1},\label{rec}\\
\varphi_N'+x\varphi_N&=\sqrt{2N}\,\varphi_{N-1},\label{low}\\
\varphi_n''&=(x^2-2n-1)\varphi_n .\label{ode}
\end{align}
The highest power in (\ref{rec}) gives $k_{n+1}/k_n=\sqrt{2/(n+1)}$, and $k_0=\pi^{-1/4}$, so $k_N^2=2^N/(\sqrt\pi N!)$.

The polynomial $p_N$ has $N$ real simple zeros. If it changed sign at fewer than $N$ points $t_m$, the product $p_N\prod_m(x-t_m)$ would have one sign and a nonzero integral against $e^{-x^2}$, although $p_N$ is orthogonal to every polynomial of lower degree. The slope is positive at the largest zero, since $k_N>0$, and alternates between neighbouring simple zeros. With (\ref{low}) at a zero,
\begin{equation}
\varphi_N'(x_j)=\sqrt{2N}\,\varphi_{N-1}(x_j),\qquad \operatorname{sign}\varphi_N'(x_j)=\sigma_j\equiv(-1)^{N-j}.\label{sign}
\end{equation}
Note that $\sigma_i\sigma_j=s_is_j=(-1)^{i-j}$.

Let $\ell_j$ be the polynomial of degree $N-1$ with $\ell_j(x_i)=\delta_{ij}$, and $w_j=\int\ell_je^{-x^2}dx$. A polynomial $P$ of degree at most $2N-1$ is divided as $P=Qp_N+R$ with $Q$ and $R$ of degree at most $N-1$. The part $Qp_N$ integrates to zero by orthogonality and vanishes on the mesh, while $R=\sum_jR(x_j)\ell_j$ with $R(x_j)=P(x_j)$. Hence $\int Pe^{-x^2}dx=\sum_jw_jP(x_j)$, and $P=\ell_j^2$ shows $w_j>0$. With $\lambda_j=w_je^{x_j^2}$ the rule reads $\int F\,dx=\sum_j\lambda_jF(x_j)$ for $F=Pe^{-x^2}$.

The Lagrange functions are
\begin{equation}
f_j(x)=w_j^{-1/2}\ell_j(x)e^{-x^2/2},\qquad f_j(x_i)=\lambda_i^{-1/2}\delta_{ij},\label{f}
\end{equation}
with $f_j(x_j)>0$, the convention that fixes the off-diagonal signs. The product $f_if_j$ has degree $2N-2$, so the rule is exact and $\int f_if_j\,dx=\delta_{ij}$. In the quadrature sum for $-f_if_j''$ the factor $f_i(x_k)$ selects $k=i$:
\begin{equation}
T_{ij}=-\int f_if_j''\,dx,\qquad T^G_{ij}=-\sum_k\lambda_kf_i(x_k)f_j''(x_k)=-\lambda_i^{1/2}f_j''(x_i).\label{def}
\end{equation}
Nothing in this definition makes $T^G$ symmetric; the symmetry is a result.

\section{First derivation: differentiation and quadrature error}

\subsection{Closed form of $f_j$}

The function $\varphi_N/(x-x_j)$ has polynomial degree $N-1$ and vanishes at every mesh point but $x_j$, where it equals $\varphi_N'(x_j)$. Comparison with (\ref{f}) gives $f_j=\varphi_N/[c_j(x-x_j)]$ with $c_j=\lambda_j^{1/2}\varphi_N'(x_j)$. To find $c_j$, evaluate $I=\int\varphi_N\varphi_{N-1}(x-x_j)^{-1}dx$ twice. The quotient $p_N/(x-x_j)$ equals $(k_N/k_{N-1})p_{N-1}$ plus lower polynomials orthogonal to $p_{N-1}$, so $I=k_N/k_{N-1}=\sqrt{2/N}$. The integrand has degree $2N-2$ and survives at $x_j$ alone, so by the rule and (\ref{sign}) $I=\lambda_j\sqrt{2N}\,\varphi_{N-1}(x_j)^2$. Therefore
\begin{equation}
\lambda_j\varphi_{N-1}(x_j)^2=\frac1N,\qquad c_j^2=2N\cdot\frac1N=2,\qquad f_j=\frac{\sigma_j\,\varphi_N}{\sqrt2\,(x-x_j)} .\label{closed}
\end{equation}

\subsection{Gauss matrix}

Write $u=\varphi_N$. For $i\ne j$,
\begin{equation}
\Big(\frac{u}{x-x_j}\Big)''=\frac{u''}{x-x_j}-\frac{2u'}{(x-x_j)^2}+\frac{2u}{(x-x_j)^3}.
\end{equation}
At $x_i$ the last term vanishes, and so does the first, because (\ref{ode}) makes $u''$ proportional to $u$. Then
\begin{equation}
T^G_{ij}=\frac{2\lambda_i^{1/2}u'(x_i)}{c_j(x_i-x_j)^2}=\frac{2c_i/c_j}{(x_i-x_j)^2}=\frac{2(-1)^{i-j}}{(x_i-x_j)^2}.
\end{equation}
For $i=j$ put $t=x-x_j$ and expand, $u/t=u'+u''t/2+u'''t^2/6+\dots$, all derivatives taken at $x_j$. The second derivative at $t=0$ is $u'''/3$. Differentiating (\ref{ode}) gives $u'''=2xu+(x^2-2N-1)u'$, which at the zero is $(x_j^2-2N-1)u'(x_j)$. So
\begin{equation}
T^G_{jj}=-\frac{\lambda_j^{1/2}u'(x_j)}{c_j}\,\frac{x_j^2-2N-1}{3}=\frac{2N+1-x_j^2}{3},
\end{equation}
which completes (\ref{TG}).

\subsection{What the rule misses at degree $2N$}

Let $P$ have degree $2N$ and leading coefficient $\gamma$. The difference $P-(\gamma/k_N^2)p_N^2$ has degree at most $2N-1$ and is integrated exactly. The remainder $p_N^2$ has integral 1 and quadrature sum 0. Thus
\begin{equation}
\int Pe^{-x^2}dx-\sum_kw_kP(x_k)=\frac{\gamma}{k_N^2}.\label{err}
\end{equation}
By (\ref{closed}) the polynomial part of $f_j$ has leading coefficient $\alpha_j=\sigma_jk_N/\sqrt2$. Since $(qe^{-x^2/2})'=(q'-xq)e^{-x^2/2}$, each derivative raises the degree by one and reverses the sign of the leading coefficient: $f_j'$ carries $-\alpha_jx^N$ and $f_j''$ carries $+\alpha_jx^{N+1}$. The integrand $-f_if_j''$ has degree $(N-1)+(N+1)=2N$ and $\gamma=-\alpha_i\alpha_j$, so
\begin{equation}
T_{ij}-T^G_{ij}=-\frac{\alpha_i\alpha_j}{k_N^2}=-\frac{(-1)^{i-j}}{2},
\end{equation}
which is (\ref{T}); on the diagonal $(2N+1-x_i^2)/3-1/2=(4N+2-2x_i^2-3)/6$. The error factorises in $i$ and $j$ because the leading coefficient of a product is the product of the leading coefficients, and a matrix of the form $\alpha\alpha^{\mathsf T}$ has rank one.

Two more integrands have degree $2N$, both with $\gamma=+\alpha_i\alpha_j$. For $x^2f_if_j$,
\begin{equation}
\langle f_i|x^2|f_j\rangle=x_i^2\delta_{ij}+\tfrac12s_is_j .\label{x2}
\end{equation}
For $f_i'f_j'$ the integral is again $T_{ij}$, by partial integration with Gaussian decay, and the quadrature sum is $(D^{\mathsf T}D)_{ij}$ with $D_{kj}=\lambda_k^{1/2}f_j'(x_k)$. Here $T-D^{\mathsf T}D=+\tfrac12ss^{\mathsf T}$, so
\begin{equation}
D^{\mathsf T}D=T^G-ss^{\mathsf T}.\label{DD}
\end{equation}
The integrated matrix lies midway between its two quadrature forms: partial integration does not commute with the Gauss rule at this degree.

\section{Second derivation: truncated ladder algebra}

\subsection{The mesh as an eigenbasis}

Define $U_{jn}=\lambda_j^{1/2}\varphi_n(x_j)$ for $n=0,\dots,N-1$. The products $\varphi_m\varphi_n$ have degree at most $2N-2$, so the rule gives $U^{\mathsf T}U=1$, and for a square matrix also $UU^{\mathsf T}=1$. The function $\sum_nU_{jn}\varphi_n$ takes the value $\lambda_i^{-1/2}(UU^{\mathsf T})_{ij}$ at $x_i$ and has degree at most $N-1$, so it is $f_j$. An operator with $N\times N$ matrix $M$ among the $\varphi_n$ has matrix $\tilde M=UMU^{\mathsf T}$ among the $f_j$.

Let $A$ be the truncated matrix of $a$, with $A_{n-1,n}=\sqrt n$, and $e$ the unit vector of $\varphi_{N-1}$. The matrices of $x$ and $d/dx$ are $X=(A+A^{\mathsf T})/\sqrt2$ and $K=(A-A^{\mathsf T})/\sqrt2$; let $\Lambda=\operatorname{diag}(2n+1)$. At a mesh point the recurrence (\ref{rec}) closes, because $\varphi_N(x_j)=0$, so $UX=\operatorname{diag}(x_j)U$ and $\tilde X=\operatorname{diag}(x_j)$. Multiplication gives $A^{\mathsf T}A=\operatorname{diag}(0,1,\dots,N-1)$ and $AA^{\mathsf T}=\operatorname{diag}(1,\dots,N-1,0)$, where the last entry lacks its value $N$ because raising leaves the space. Hence
\begin{align}
[K,X]&=\tfrac12[A-A^{\mathsf T},A+A^{\mathsf T}]=[A,A^{\mathsf T}]=1-Nee^{\mathsf T},\label{KX}\\
X^2-K^2&=AA^{\mathsf T}+A^{\mathsf T}A=\Lambda-Nee^{\mathsf T},\label{XK}\\
[\Lambda,X]&=\sqrt2\,(A^{\mathsf T}-A)=-2K .\label{LX}
\end{align}
The last line uses $[\Lambda,M]_{mn}=2(m-n)M_{mn}$, which is $-2A$ for $A$ and $+2A^{\mathsf T}$ for $A^{\mathsf T}$.

\subsection{The rank-one term}

Apply (\ref{ode}) to the expansion of $f_j$ at a mesh point:
\begin{equation}
T^G_{ij}=\sum_nU_{jn}(2n+1-x_i^2)\,U_{in}=\tilde\Lambda_{ij}-x_i^2\delta_{ij}.
\end{equation}
So $T^G$ represents $\Lambda-X^2$ and is symmetric because $\Lambda$ is. The integrated matrix represents $\Lambda-\langle x^2\rangle$. In $\langle\varphi_m|x^2|\varphi_n\rangle=\sum_k\langle\varphi_m|x|\varphi_k\rangle\langle\varphi_k|x|\varphi_n\rangle$ the terms $k<N$ give $X^2$. By (\ref{rec}) the one further state reached is $k=N$, from $m=n=N-1$, with $\langle\varphi_N|x|\varphi_{N-1}\rangle^2=N/2$. Therefore
\begin{equation}
T=T^G-\frac N2\,vv^{\mathsf T},\qquad v=Ue,\quad v_j=\lambda_j^{1/2}\varphi_{N-1}(x_j).\label{rank}
\end{equation}
Since $\tilde X$ is diagonal, $[\tilde M,\tilde X]_{ij}=\tilde M_{ij}(x_j-x_i)$ for any $M$. The diagonal of (\ref{KX}) then reads $0=1-Nv_i^2$, and with the sign (\ref{sign}) $v_i=\sigma_i/\sqrt N$. So $(N/2)vv^{\mathsf T}=\tfrac12ss^{\mathsf T}$, which is (\ref{T}), and the term is identified as $(N/2)|\varphi_{N-1}\rangle\langle\varphi_{N-1}|$.

\subsection{The matrix elements}

Off the diagonal, (\ref{KX}) gives $\tilde K_{ij}(x_j-x_i)=-\sigma_i\sigma_j$ and (\ref{LX}) gives $\tilde\Lambda_{ij}(x_j-x_i)=-2\tilde K_{ij}$. Thus
\begin{equation}
\tilde K_{ij}=\frac{(-1)^{i-j}}{x_i-x_j},\qquad T^G_{ij}=\tilde\Lambda_{ij}=\frac{2\tilde K_{ij}}{x_i-x_j}=\frac{2(-1)^{i-j}}{(x_i-x_j)^2}.
\end{equation}
A commutator with $\tilde X$ says nothing of $\tilde\Lambda_{ii}$, so two other relations are used. Let $S_i=\sum_{k\ne i}(x_i-x_k)^{-2}$. As $\tilde K$ is antisymmetric, $\tilde K_{ii}=0$ and $-(\tilde K^2)_{ii}=\sum_k\tilde K_{ik}^2=S_i$. The diagonal of (\ref{XK}) is $x_i^2+S_i=\tilde\Lambda_{ii}-1$. Row $i$ of the eigenvalue equation $\tilde\Lambda v=(2N-1)v$, divided by $v_i$, is $\tilde\Lambda_{ii}+2S_i=2N-1$, since $\sigma_i\sigma_k\cdot\sigma_k/\sigma_i=1$. Eliminating $\tilde\Lambda_{ii}$ gives $x_i^2+1+3S_i=2N-1$, so
\begin{equation}
S_i=\frac{2N-2-x_i^2}{3},\qquad T^G_{ii}=\tilde\Lambda_{ii}-x_i^2=S_i+1=\frac{2N+1-x_i^2}{3}.
\end{equation}
Because $S_i\ge0$, every zero obeys $x_i^2\le2N-2$.

The matrix $D$ of the first derivation is $\tilde K$: the derivative $f_j'$ has a component on $\varphi_N$, but that component vanishes on the mesh. Then (\ref{XK}) gives $-K^2=\Lambda-X^2-Nee^{\mathsf T}$, which is (\ref{DD}). With $W=\operatorname{diag}(\mathrm i^n)$ one has $WAW^{-1}=-\mathrm iA$ and $WA^{\mathsf T}W^{-1}=\mathrm iA^{\mathsf T}$, so $WXW^{-1}=-\mathrm iK$, and $D^{\mathsf T}D=-\tilde K^2$ has the eigenvalues $x_i^2$. For odd $N$ one of them is zero.

\section{What each derivation assumes}

Both use the simple zeros, the alternating sign (\ref{sign}) and the exactness of the rule at degree $2N-2$. The first adds exactness at degree $2N-1$, the error formula (\ref{err}) and the differential equation for $\varphi_N$ alone. What it needs from that equation is that $u''$ vanishes with $u$ and that $u'''/u'$ is known at the zeros; its error argument needs the weight to enter through $q\to q'-xq$, so that the integrand stops at degree $2N$. It gives the entries of the correction at once, and the symmetry of $T^G$ appears by inspection at the end. The second uses no error formula but needs the equation for all $\varphi_n$ with $n<N$ and the ladder structure that closes the commutators. It names the missing piece, the excursion $\varphi_{N-1}\to\varphi_N\to\varphi_{N-1}$, gives symmetry and spectral statements directly, and reaches the diagonal by elimination.

The formulas as written fail if these conditions change. Another sign choice $f_j\to\epsilon_jf_j$ multiplies entry $ij$ by $\epsilon_i\epsilon_j$; with $\epsilon_j=s_j$ all entries of the correction become $1/2$. A Gauss--Hermite rule with $N+1$ or more points integrates degree $2N$ exactly and leaves no correction, but the $f_j$ are then not Lagrange functions of that mesh.

\section{Size and action of the correction}

For $N=1$, $x_1=0$, $T^G=1$ and $T=1/2$, the value of $\langle p^2\rangle$ in $\varphi_0$. For $N=3$ the zeros are $0$ and $\pm1.224745$, with $x^2=3/2$. Then $T^G_{11}=(7-1.5)/3=1.833333$, $T^G_{22}=2.333333$, $T^G_{12}=-2/1.5=-1.333333$, $T^G_{13}=2/6=0.333333$, and subtracting $\pm1/2$ gives $1.333333$, $1.833333$, $-0.833333$, $-0.166667$. An entry changes sign when $|x_i-x_j|>2$, as $T_{13}$ does. For $N=11$, $T^G_{66}=23/3=7.666667$ and $T^G_{67}=-2/0.656810^2=-4.6361$, against $T_{66}=7.166667$ and $T_{67}=-4.1361$. Equations (\ref{TG}), (\ref{T}), (\ref{x2}) and (\ref{DD}) were tested entry by entry, for these sizes among others, against matrices built from the Lagrange polynomials and Gaussian moments; values are listed in the numerical output below.

The traces follow from $\sum x_i^2=\operatorname{Tr}X^2=\operatorname{Tr}A^{\mathsf T}A=N(N-1)/2$ and $\operatorname{Tr}\Lambda=N^2$: $\operatorname{Tr}T^G=N(N+1)/2$ and $\operatorname{Tr}T=N^2/2$, that is $66$ and $60.5$ for $N=11$, differing by the eigenvalue $5.5$. In the trace the correction is a fraction $1/(N+1)$ of $T^G$. In operator norm it does not fade: by (\ref{DD}) the largest eigenvalue of $T^G$ is at most $(2N-2)+N$, so $N/2$ exceeds one sixth of it. By (\ref{rank}) its expectation value in a normalised state is $N/2$ times the squared overlap with $\varphi_{N-1}$; the shift of a level can exceed this first-order value, as (\ref{shift}) shows.

For the oscillator matched to the mesh, $T^G+\operatorname{diag}(x_i^2)=\tilde\Lambda$ has all $N$ levels $2n+1$ exactly, the errors in $T^G$ and in (\ref{x2}) being opposite. Mixing the integrated $T$ with the diagonal potential gives $\Lambda-(N/2)ee^{\mathsf T}$, which moves the top level from $2N-1$ to $3N/2-1$, from $21$ to $15.5$ for $N=11$. For a potential $\omega^2x^2$ the Gauss Hamiltonian exceeds the integrated one by $\tfrac12(1-\omega^2)ss^{\mathsf T}$, so the cancellation is complete at $\omega=1$ and not otherwise.

With points $hx_i$, in atomic units, $H^G=T^G/(2h^2)+\operatorname{diag}V(hx_i)$ and $H=H^G-g\,ss^{\mathsf T}$ with $g=1/(4h^2)$. Since $f_j(-x)=f_{N+1-j}(x)$, parity reverses the index, and $s_{N+1-j}=(-1)^{N-1}s_j$. For even $V$ the eigenvectors of parity $(-1)^N$ are orthogonal to $s$ and are common to $H$ and $H^G$ with the same energy; for a potential without parity this protection is lost. For the other states, let $H^Gv_k=E^G_kv_k$. From $(H^G-E)c=g\,s\,(s\cdot c)$, inversion and projection on $s$ give
\begin{equation}
1=g\sum_k\frac{(s\cdot v_k)^2}{E^G_k-E}.\label{sec}
\end{equation}
The right side increases with $E$, from $0$ to $+\infty$ below the lowest pole and from $-\infty$ to $+\infty$ between poles, so one root lies below each pole and above the preceding one. The number of levels of $H$ below any energy thus exceeds that of $H^G$ by 0 or 1, which adding the common levels does not alter: $E^G_{k-1}\le E_k\le E^G_k$. For the ground state, when $s\cdot v_0\neq0$, separating $k=0$ gives
\begin{equation}
E^G_0-E_0=\frac{g(s\cdot v_0)^2}{1-R},\qquad R=g\sum_{k>0}\frac{(s\cdot v_k)^2}{E^G_k-E_0},\label{shift}
\end{equation}
with $0\le R<1$ because all terms of (\ref{sec}) are non-negative there. For the ground state the first-order shift is therefore a lower bound on the true one. This does not extend to every level: in the example below the top mesh level moves by $7.01$ eV against a first-order value of $8.14$ eV.

\section{The model well}

With $y=x/a$, let $h_\ell=-d^2/dy^2-\ell(\ell+1)\,\mathrm{sech}^2y$ and $B=d/dy+\ell\tanh y$. Using $\tanh'=\mathrm{sech}^2$ and $\tanh^2=1-\mathrm{sech}^2$, one finds $B^\dagger B=h_\ell+\ell^2$ and $BB^\dagger=h_{\ell-1}+\ell^2$. The state $\mathrm{sech}^\ell y$ is annihilated by $B$ and has energy $-\ell^2$; the two products share their nonzero eigenvalues, so the other levels are those of $h_{\ell-1}$. By repetition $E_n=-(\hbar^2/2ma^2)(\ell-n)^2$ for $n<\ell$. The chain ends at the first $n$ with $-1<\ell-n\le0$: there $(\ell-n)(\ell-n+1)\le0$, the potential of $h_{\ell-n}$ is repulsive or zero, and it binds no further level. With $\hbar^2/2m=3.809982$ eV \AA$^2$, $\ell(\ell+1)=10\times4/3.809982=10.498737$ and $\ell=2.778527$, so $E_0=-(3.809982/4)\times2.778527^2=-7.35347$ eV, or $-0.270235$ hartree. These levels solve the one-dimensional model, and all errors below are relative to them.

For $h=1.5$ \AA, $\hbar^2/2mh^2=3.809982/2.25=1.693325$ eV, $g=0.846663$ eV ($0.031114$ hartree) and $gN=9.3133$ eV. The outermost point is at $1.5\times3.668471=5.5027$ \AA. The last column integrates both $T$ and $V$ in the same eleven functions and is variational. Energies are in eV.
\begin{center}
\begin{tabular}{ccccc}
$n$ & analytic & $H^G$ & $H$ & variational\\
0 & $-7.353466$ & $-7.354478$ & $-7.354626$ & $-7.353412$\\
1 & $-3.012893$ & $-3.009397$ & $-3.009397$ & $-3.012453$\\
2 & $-0.577311$ & $-0.510123$ & $-0.535119$ & $-0.525742$
\end{tabular}
\end{center}

For $N=11$ the vector $s$ is even, $\varphi_{10}$ being even, so the odd level is untouched: $(s\cdot v_1)^2$ is zero to rounding. For the ground state $(s\cdot v_0)^2=1.183\times10^{-4}$ out of $\sum_k(s\cdot v_k)^2=11$, and the first-order shift is $0.8467\times1.183\times10^{-4}=1.002\times10^{-4}$ eV. Diagonalisation and the root of (\ref{sec}) both give $1.479\times10^{-4}$ eV. So $1-R=1.002/1.479=0.68$ and $R=0.32$: the shift is tiny, yet first order recovers two thirds of it. The three bound levels hold $0.016$ of the weight 11, so $R$ is essentially $gN$ over a mean excitation energy of the higher mesh states, $9.31/0.32\approx29$ eV. For $n=2$, first order gives $0.8467\times0.01595=0.0135$ eV against the true $0.0250$ eV.

Both mesh ground levels lie below the analytic one, by $1.01\times10^{-3}$ and $1.16\times10^{-3}$ eV, while the variational level lies $5.4\times10^{-5}$ eV above. The matrix $H$ differs from the variational one in the potential alone, so the quadrature of $V$ lowers the ground level by $1.21\times10^{-3}$ eV, eight times the rank-one shift; restoring the integrated kinetic matrix does not restore the bound and here makes the ground level slightly worse. This depends on the scale: at $h=1.2$ \AA\ both ground errors are positive, $1.6\times10^{-5}$ eV for $H^G$ and $9.7\times10^{-6}$ eV for $H$, and $H$ is the closer one. For $n=2$ the order differs: the errors are $0.067$, $0.042$ and $0.052$ eV, and $H$ is closer than the variational level because the quadrature of $V$ lowers it by $0.0094$ eV against a positive basis error. The example gives no ranking that holds for all levels.

The ground-level error of $H^G$ falls to $-4.5\times10^{-6}$ eV at $N=21$ and $-8.6\times10^{-10}$ eV at $N=41$; at $N=81$ it is about $-1.8\times10^{-15}$ eV for both variants in extended precision, below the rounding of a double-precision diagonalisation. The negative sign belongs to these odd $N$: for $N=12$ and $22$, where the ground level is the protected one and $H$ and $H^G$ agree, the error is $+5.3\times10^{-4}$ and $+2.7\times10^{-6}$ eV. The $n=2$ error falls slowly: $8.13\times10^{-3}$, $4.05\times10^{-4}$, $5.65\times10^{-6}$ eV with $H^G$, and $6.85\times10^{-3}$, $3.56\times10^{-4}$, $5.16\times10^{-6}$ eV with $H$. As a conjecture, the reach of the mesh limits this level, whose tail decays as $e^{-\kappa|x|}$ with $\kappa=(\ell-2)/a$. An error proportional to the density at the turning point $h\sqrt{2N+1}$ of $\varphi_N$ would fall as $\exp(-2\kappa h\sqrt{2N+1})$ with $2\kappa h=0.7785\times1.5=1.17$. Between $N=41$ and $81$ the errors of $H^G$ give $\ln(405/5.65)/(\sqrt{163}-\sqrt{83})=4.27/3.66=1.17$, which is consistent with the conjecture without proving it.

\section*{Computed results}
\begin{verbatim}
N=3 (dimensionless) zeros:  -1.224745   0.000000   1.224745
N=3 row 1 TG:   1.833333  -1.333333   0.333333 | T:   1.333333  -0.833333  -0.166667
N=3 row 2 TG:  -1.333333   2.333333  -1.333333 | T:  -0.833333   1.833333  -0.833333
N=3 row 3 TG:   0.333333  -1.333333   1.833333 | T:  -0.166667  -0.833333   1.333333
N=11 zeros x_6..x_11:   0.000000   0.656810   1.326557   2.025948   2.783290   3.668471
N=11 TG_66 = 7.666667, T_66 = 7.166667, TG_67 = -4.636081, T_67 = -4.136081
N=11 Tr TG = 66.000000, Tr T = 60.500000, top singular value of TG-T = 5.500000
N=11 eig(TG+x^2), top 4:  15.000000  17.000000  19.000000  21.000000
N=11 eig(T+x^2),  top 4:  15.000000  15.500000  17.000000  19.000000
V0 = 10.0 eV, a = 2.0 A, h = 1.5 A, N = 11
hbar^2/2m = 3.809982 eV A^2, ell(ell+1) = 10.498737, ell = 2.778527
hbar^2/(2m h^2) = 1.693325 eV, g = 0.846663 eV = 0.031114 hartree, gN = 9.313290 eV
outermost point = 5.5027 A, central spacing = 0.9852 A
n=0 analytic -7.3534658 eV | TG mesh -7.3544782 | T mesh -7.3546261 | variational -7.3534119
n=1 analytic -3.0128929 eV | TG mesh -3.0093972 | T mesh -3.0093972 | variational -3.0124532
n=2 analytic -0.5773111 eV | TG mesh -0.5101229 | T mesh -0.5351193 | variational -0.5257419
n=0 errors (eV): TG -1.012e-03 | T -1.160e-03 | variational 5.388e-05
n=1 errors (eV): TG 3.496e-03 | T 3.496e-03 | variational 4.397e-04
n=2 errors (eV): TG 6.719e-02 | T 4.219e-02 | variational 5.157e-02
analytic ground level = -0.2702349 hartree
(s.v_k)^2 for k=0,1,2 (dimensionless): 1.183e-04 4.333e-34 1.595e-02
ground shift EG-ET = 1.4793e-04 eV, secular 1.4793e-04 eV, first order 1.0020e-04 eV
n=2 shift EG-ET = 2.4996e-02 eV
N=21 errors n=0,1,2 (eV) TG: -4.50e-06 1.98e-05 8.13e-03 | T: -4.93e-06 1.98e-05 6.85e-03
N=41 errors n=0,1,2 (eV) TG: -8.56e-10 9.36e-09 4.05e-04 | T: -9.02e-10 9.36e-09 3.56e-04
N=81 errors n=0,1,2 (eV) TG: -3.38e-14 4.05e-13 5.65e-06 | T: -7.11e-15 3.97e-13 5.16e-06
\end{verbatim}
